# Hartree-Fock instabilities by Hessian blocks and noncollinear equilateral H3

## The result

A Hartree-Fock determinant built from real orbitals can be stationary without being a minimum. The blocks of its orbital Hessian show which enlargement of the orbital space lowers the energy.

- For a real closed shell there are three distinct blocks. The real singlet block tests against other real restricted solutions, the real triplet block against unrestricted ones, and the imaginary block against complex ones.
- For a real collinear unrestricted state, a further spin-flip block tests against general spinors, which mix $\alpha$ and $\beta$.

Equilateral H$_3$ with 2.0 Å sides, in the STO-3G basis, is unstable in the spin-flip block. Below its collinear solution lies a noncollinear one with site spins at 120°:
$$E_{\rm UHF}=-1.39791\,E_{\rm h},\qquad E_{\rm GHF}=-1.40027\,E_{\rm h}.$$

The first derivation reaches this state from the Hessian, the second constructs it from symmetry. In both, the nuclei are fixed and the Hamiltonian is real and spin-free. Energies are in hartree.

## First derivation: the orbital Hessian

**Second-order energy.** Let $i,j$ be occupied and $a,b$ virtual spinors. With $P$ the one-particle density matrix,
$$E[P]=E_{\rm nuc}+\sum_{pr}H_{pr}P_{rp}+\tfrac12\sum_{pqrs}P_{rp}P_{sq}\langle pq||rs\rangle .$$
Rotate the orbitals by $e^{K}$, where $K$ has virtual-occupied block $x$ and occupied-virtual block $-x^\dagger$. Since $P=e^KP_0e^{-K}$, the first two changes of $P$ are, in the order occupied, virtual,
$$[K,P_0]=\begin{pmatrix}0&x^\dagger\\x&0\end{pmatrix},\qquad
\tfrac12[K,[K,P_0]]=\begin{pmatrix}-x^\dagger x&0\\0&xx^\dagger\end{pmatrix}.$$
The first-order energy is $2\,{\rm Re}\sum x^*_{ai}F_{ai}$, so a stationary state has $F_{ai}=0$. At second order, the Fock matrix multiplies the second change of $P$, and the two-electron term takes the first change twice:
$$E_2=\sum x^*_{ai}A_{ai,bj}x_{bj}+{\rm Re}\sum x^*_{ai}B_{ai,bj}x^*_{bj},$$
$$A_{ai,bj}=F_{ab}\delta_{ij}-F_{ji}\delta_{ab}+\langle aj||ib\rangle,\qquad B_{ai,bj}=\langle ab||ij\rangle .$$
The factor $\tfrac12$ has gone from the $A$ term because the two density changes can be assigned in two ways. In the $B$ term it is used up by adding the complex conjugate.

For real orbitals put $x=u+iv$. The cross terms cancel, since $A$ and $B$ are real and symmetric, and
$$E_2=u^T(A+B)u+v^T(A-B)v .$$
An eigenvalue $\lambda$ is thus half the second derivative of the energy along a normalized rotation. If $\lambda<0$, a lower determinant exists in the class that the rotation opens. In a finite basis the energy then has a minimum in that class below the starting state.

**Closed shell.** Now let $a,i$ denote spatial orbitals and expand the spin dependence of $x$ in the unit matrix $\sigma_0$ and the Pauli matrices:
$$x_{a\sigma,i\tau}=\frac1{\sqrt2}\sum_{\mu=0}^{3}y^\mu_{ai}(\sigma_\mu)_{\sigma\tau}.$$
Because ${\rm tr}\,\sigma_\mu^\dagger\sigma_\nu=2\delta_{\mu\nu}$, this preserves the norm. The integrals $(ai|bj)$ come with a product of two spin traces, which vanishes unless $\mu=0$ and then gives $\tfrac12\cdot2\cdot2=2$. The exchange-type integrals come with one trace of a product, which gives 1 for every $\mu$. With $\Delta=F_{ab}\delta_{ij}-F_{ij}\delta_{ab}$,
$$A^0=\Delta+2(ai|bj)-(ab|ij),\quad B^0=2(ai|bj)-(aj|bi),$$
$$A^{1,2,3}=\Delta-(ab|ij),\quad B^{1,2,3}=-(aj|bi).$$
Sums and differences give the three distinct matrices:
$$\begin{aligned}
\text{real singlet }(1\times):&\quad \Delta+4(ai|bj)-(ab|ij)-(aj|bi),\\
\text{real triplet }(3\times):&\quad \Delta-(ab|ij)-(aj|bi),\\
\text{imaginary }(4\times):&\quad \Delta-(ab|ij)+(aj|bi).
\end{aligned}$$
The term $2(ai|bj)$ cancels in $A^0-B^0$, so the imaginary singlet and triplet matrices coincide. "Real" and "imaginary" refer here to $y$. The three triplet components differ by a rotation of the spin axes, so every negative triplet eigenvalue has an eigenvector with $\mu=3$, where $\alpha$ and $\beta$ orbitals rotate oppositely without mixing. If the eigenvalue is also spatially degenerate, different spatial rotations can be combined with different $\mu$; such a direction cannot be turned to $\mu=3$, but it has the same eigenvalue. At second order, general spinors therefore add no new instability criterion to a closed shell.

H$_2$ in STO-3G shows a triplet instability appearing on stretching. At 0.74 Å the three eigenvalues are 1.130, 0.405 and 0.767, all positive. At 2.00 Å they are 0.637, $-0.400$ and 0.118, so only the triplet block is unstable. Descent lowers the energy from $-0.7838$ to $-0.9372$.

**A complex instability.** The carbon atom with a real $2p_x^2$ shell, in a minimal basis, has several instabilities at once. Let $J_{xx}=(xx|xx)$, $J_{xy}=(xx|yy)$ and $K=(xy|xy)$. Turning the axes by 45° changes the product $xy$ into $(x^2-y^2)/2$ up to sign, so $K=\tfrac14(xx-yy|xx-yy)=\tfrac12(J_{xx}-J_{xy})$. The filled $s$ shells act equally on $p_x$ and $p_y$, hence
$$\Delta=F_{yy}-F_{xx}=(2J_{xy}-K)-J_{xx}=J_{xx}-5K .$$
For the rotation $p_x\to p_y$ we have $(ai|bj)=(aj|bi)=K$ and $(ab|ij)=J_{xx}-2K$. The three matrices give
$$\lambda_{\text{real singlet}}=0,\qquad \lambda_{\text{real triplet}}=-4K,\qquad \lambda_{\text{imaginary}}=-2K .$$
The zero is a rotation of the atom in space. With the STO-3G value $K=0.0363$ the other two are $-0.1451$ and $-0.0725$. This $K$ is not converged in the basis: the $2p$ orbitals of the triplet atom in cc-pVTZ give 0.029.

The finite energy changes follow from the $p$-$p$ repulsion, which starts at $J_{xx}$:

- Both electrons in $(p_x+ip_y)/\sqrt2$ repel by $\tfrac12(J_{xx}+J_{xy})=J_{xx}-K$.
- Opposite spins in $(p_x\pm p_y)/\sqrt2$ repel by $J_{xy}=J_{xx}-2K$.
- Parallel spins in $p_x$ and $p_y$ repel by $J_{xy}-K=J_{xx}-3K$.

The lowerings are 0.0363, 0.0725 and 0.1088. The last state is reached by flipping a spin, yet it is collinear. A spin-flip instability alone therefore does not prove that the final state is noncollinear.

**Collinear open shell.** When every orbital is pure $\alpha$ or pure $\beta$, conservation of $S_z$ separates spin-conserving from spin-flip rotations. The latter form two sectors, $i\alpha\to a\beta$ and $i\beta\to a\alpha$. Spin integration leaves $A$ acting within each sector and $B$ connecting the two. Let $D$ be $+1$ on one sector and $-1$ on the other. Then $DAD=A$ and $DBD=-B$, so
$$D(A+B)D=A-B .$$
The real and imaginary spin-flip spectra are equal, and a spin-flip instability can always be followed initially with real spinors.

Each spectrum also contains a zero if a global spin rotation about $x$ or $y$ changes the determinant. Such a rotation passes through stationary states of equal energy. The gradient stays zero along this path, so its derivative, the Hessian acting on the tangent, vanishes. The generator $-iS_y$ is real and $-iS_x$ is imaginary, which puts one zero in each spectrum.

**H$_3$ at 2.0 Å.** Starting from up, up, down on the three atoms, the collinear minimum has site polarizations 0.976, 0.976 and $-0.953$, where polarization means twice the spin in units of $\hbar$, assigned with Löwdin orbitals. The lowest spin-conserving eigenvalues are 0.4616 (real) and 0.4625 (imaginary), so the state is stable while its spins remain collinear. There are $2\times2+1\times1=5$ spin-flip rotations, with eigenvalues
$$-0.0091,\quad 0,\quad 0.0315,\quad 0.5225,\quad 0.5477 .$$
Descent along the negative mode ends at $-1.40027$, with three equal site spins at mutual angles of 120°. The Hessian there has three zero modes and no negative one. This state is a local minimum apart from free rotations of the whole spin pattern, and all three of those rotations change it.

## Second derivation: a determinant fixed by symmetry

**The orbitals.** Let $s_n$ be the three orthonormal Löwdin site functions and $\omega=e^{2\pi i/3}$. Define
$$\varphi_0=\frac1{\sqrt3}\sum_n s_n,\qquad \varphi_\pm=\frac1{\sqrt3}\sum_n\omega^{\pm n}s_n .$$
Require symmetry under a turn of the triangle combined with a 120° turn of the spins. Up to a common convention for the sense of rotation, this operation multiplies $\varphi_k\alpha$ by $\omega^{k+1/2}$ and $\varphi_k\beta$ by $\omega^{k-1/2}$. The six spinors then fall into three pairs with equal factors. Occupy one combination from each pair, with $C=\cos\theta$ and $S=\sin\theta$:
$$\psi_1=C\varphi_0\alpha+S\varphi_+\beta,\quad
\psi_2=S\varphi_-\alpha+C\varphi_0\beta,\quad
\psi_3=\frac{\varphi_+\alpha+\varphi_-\beta}{\sqrt2}.$$

**Why one angle is enough.** The Fock operator has the same combined symmetry, so it can couple an occupied spinor only to the virtual one of its own pair. A mirror reflection with a spin flip exchanges $\varphi_+\leftrightarrow\varphi_-$ and $\alpha\leftrightarrow\beta$. It keeps $\psi_3$ and reverses the sign of its virtual partner $(\varphi_+\alpha-\varphi_-\beta)/\sqrt2$, so their coupling vanishes. It also exchanges $\psi_1$ and $\psi_2$, making their couplings equal in size and in their contribution to $dE/d\theta$. Complex conjugation combined with the reflection leaves $\varphi_0$ and $\varphi_\pm$ unchanged, so all these couplings are real. The condition $dE/d\theta=0$ therefore makes the determinant stationary against every orbital rotation.

**The energy.** Let $h_0$ and $h_1$ be the one-electron energies of $\varphi_0$ and $\varphi_\pm$. Define the Coulomb integrals $J_{kl}$ between the densities $|\varphi_k|^2$ and $|\varphi_l|^2$, with label 1 for either of $\varphi_\pm$, whose densities are equal. The others are
$$K_{01}=(\varphi_0\varphi_+^*|\varphi_0\varphi_+),\quad K_{11}=(\varphi_+^2|\varphi_-^2),\quad L=(\varphi_0\varphi_-|\varphi_-^2),$$
where the functions on each side of the bar are multiplied as written. The occupations summed over spin are $2C^2$ for $\varphi_0$ and $S^2+\tfrac12$ for each of $\varphi_\pm$. The one-electron and direct terms are
$$2C^2h_0+(1+2S^2)h_1+2C^4J_{00}+2C^2(1+2S^2)J_{01}+\tfrac12(1+2S^2)^2J_{11}.$$
Exchange is $-\tfrac12\sum_{\sigma\tau}\iint|P^{\sigma\tau}(r,r')|^2/|r-r'|$. The $\alpha\alpha$ block has occupations $C^2,\tfrac12,S^2$ for $\varphi_0,\varphi_+,\varphi_-$, and the $\beta\beta$ block has the last two exchanged. Together they give
$$-C^4J_{00}-(S^4+\tfrac14)J_{11}-(C^2+2C^2S^2)K_{01}-S^2K_{11}.$$
The spin-mixing block is
$$P^{\alpha\beta}(r,r')=CS\,\varphi_0(r)\varphi_+^*(r')+CS\,\varphi_-(r)\varphi_0^*(r')+\tfrac12\varphi_+(r)\varphi_-^*(r').$$
With its conjugate block it contributes
$$-2C^2S^2J_{01}-\tfrac14J_{11}-2C^2S^2K_{01}-2CS\,L .$$
The last two terms are cross terms: the first two products overlap to give $K_{01}$, and each overlaps with the third to give $CS\,L$. Adding everything,
$$\begin{aligned}E(\theta)={}&E_{\rm nuc}+2C^2h_0+(1+2S^2)h_1+C^4J_{00}+2C^2(1+S^2)J_{01}\\&+S^2(2+S^2)J_{11}-C^2(1+4S^2)K_{01}-S^2K_{11}-L\sin2\theta .\end{aligned}$$

**Existence and spin pattern.** All terms but the last are even in $\theta$. For $L>0$ the minimum therefore has $\sin2\theta\ge0$. Equality is excluded, because $E'(0)=-2L$ and $E'(\pi/2)=+2L$ are not zero. On site $n$, all three terms of $P^{\alpha\beta}$ carry the phase $\omega^{-n}$, and
$$m_x-im_y=2P^{\alpha\beta}_{nn}=\omega^{-n}\,\frac{1+2\sin2\theta}{3},\qquad m_z=0 .$$
The spins lie in a plane at 120° to each other, and at the minimum they cannot vanish. Whenever $L>0$, this model thus has a noncollinear stationary solution. Whether it lies below the collinear one has to be calculated.

**Numbers at 2.0 Å.** Here $L=0.1764$ and the minimum is at $\theta=35.77°$, so $C^2=0.6583$, $S^2=0.3417$ and $\sin2\theta=0.9485$. The terms of $E(\theta)$, in the order written, are
$$\begin{aligned}E={}&0.79377-1.43280-1.56623+0.18501+0.76157\\&+0.35329-0.26391-0.06361-0.16736=-1.40027 .\end{aligned}$$
The polarization is $(1+2\times0.9485)/3=0.966$. Energy and polarization agree with the state found by descent. The lowering from the collinear solution is $0.00236\,E_{\rm h}$, or 64 meV.

**Separated atoms.** At large distance each site holds one electron with spin direction $\mathbf n_i$. Pauli exclusion allows a virtual hop from $i$ to $j$ only for the spin component opposite to that on $j$, with weight $(1-\mathbf n_i\cdot\mathbf n_j)/2$. Direct exchange acts on the parallel component, with weight $(1+\mathbf n_i\cdot\mathbf n_j)/2$. To leading order the energy is thus a constant plus a multiple of $\sum_{i<j}\mathbf n_i\cdot\mathbf n_j$. This sum is 3 for the quartet, $-1$ for up-up-down and $-3/2$ for 120°, so
$$\frac{E_{\rm quartet}-E_{120^\circ}}{E_{\rm quartet}-E_{\rm UHF}}\to\frac{3+3/2}{3+1}=\frac98 .$$
At 3.5 Å the computed ratio is 1.1249. Three spins cannot all be mutually antiparallel, and the 120° pattern is the best compromise when the coupling favours antiparallel neighbours.

**Shorter sides.** In the scan printed in the numerical output, the spin-flip eigenvalue is negative at all five lengths from 1.0 to 3.5 Å, and descent reaches the 120° energy each time. The lowering is 0.0045 at 1.0 Å, 0.0067 at 1.5 Å and 0.00001 at 3.5 Å. The angle falls to 10.2° at 1.0 Å, where the polarization $(1+2\sin2\theta)/3$ is 0.565. The picture of one fully polarized spin per atom no longer applies there, although the noncollinear solution remains. These short-side numbers are specific to STO-3G. In cc-pVDZ the spin-flip eigenvalue is still negative, but the lowering is 0.0015 at 1.0 Å and 0.0049 at 1.5 Å. The Löwdin polarization at 1.0 Å drops to 0.37 in cc-pVDZ and 0.26 in cc-pVTZ.

## What each derivation assumes

The Hessian route needs a converged reference state but no spatial symmetry, and it works in any finite basis. Its information is local. A negative eigenvalue proves that a lower determinant exists, and descent must then identify it. Positive eigenvalues would not exclude a lower solution far away.

The symmetry route needs no collinear reference and builds the 120° angles in through the imposed symmetry, showing that such a state is stationary with nonzero site spins. It assumes an equilateral triangle, one function per atom and the chosen pairing of space and spin rotations. Distorting the triangle removes the threefold symmetry, and a larger basis adds orbital freedom beyond $\theta$. Stationarity in $\theta$ does not establish stability either; that still requires the Hessian. In 6-31G at 2.0 Å, descent again gives 120° angles, with a lowering of 0.00233 and a polarization of 0.937, so the result is not peculiar to the minimal basis. In cc-pVTZ the lowest spin-flip eigenvalue is $-0.0088$, and the 120° state lies 0.00230 (63 meV) below the collinear one, with a polarization of 0.904.

Both routes stay within a single determinant. Full configuration interaction in STO-3G gives $-1.40740$, which is 0.00949 below the collinear state. The noncollinear state recovers 0.00236 of this, about one quarter. The fraction shrinks as the basis admits more correlation: it is 0.21 in 6-31G and 0.17 in cc-pVDZ. Neither determinant is a spin eigenstate: $\langle S^2\rangle$ is 1.66 for the collinear and 1.42 for the noncollinear one, in units of $\hbar^2$, against 0.75 for a doublet. The fixed spin directions belong to the mean-field description, and neither derivation proves that the 120° state is the global minimum over all determinants.

## Table of computed values

```
Hessian vs energy differences, largest error: 1.3e-08 Eh
H2 STO-3G: lambda real singlet, real triplet, imaginary (Eh)
  R=0.74 A: 1.1296 0.4048 0.7672; E(RHF)=-1.116759, lowest determinant=-1.116759 Eh
  R=2.00 A: 0.6367 -0.3999 0.1184; E(RHF)=-0.783793, lowest determinant=-0.937213 Eh
C atom STO-3G: E(real 2px^2) = -37.089587 Eh, K = 0.036269 Eh
  lambda(px->py) real singlet  0.000000 Eh (magnitude)
  lambda(px->py) real triplet  -0.145075 Eh
  lambda(px->py) imaginary     -0.072537 Eh
  lowering, complex restricted 0.036269 Eh
  lowering, unrestricted MS=0  0.072537 Eh
  lowering, parallel spins     0.108806 Eh
H3 STO-3G, side 2.0 A; integrals over Bloch orbitals (Eh)
  E_nuc=0.793766 h0=-1.088201 h1=-0.930431
  J00=0.426887 J01=0.431113 J11=0.441570
  K01=0.169386 K11=0.186187 L=0.176441
  collinear UHF energy         -1.397910 Eh
  lowest lambda, same spin, real      0.461575 Eh
  lowest lambda, same spin, imaginary 0.462503 Eh
  lowest lambda, spin flip, real      -0.009143 Eh
  lowest lambda, spin flip, imaginary -0.009143 Eh
  spin-flip spectrum (Eh): -0.00914 0.00000 0.03148 0.52254 0.54770
  collinear site polarisations: 0.9763 0.9763 -0.9526
  optimal theta                35.7693 degrees
  noncollinear GHF energy      -1.400272 Eh
  lowering UHF to GHF          0.002362 Eh = 64.27 meV
  GHF site polarisation        0.9657
  angles between site spins    120.00 120.00 120.00 degrees
  <S^2>: UHF 1.6582, GHF 1.4248 (hbar^2)
  GHF zero modes 3, next lambda 0.014528 Eh
  full CI energy, same basis   -1.407400 Eh
H3 STO-3G scan: R(A), E(UHF), E(120 deg), E(followed GHF) in Eh,
  lowest lambda: same real, same imaginary, flip (Eh); theta (deg)
  1.0 -1.335980 -1.340440 -1.340440 | 0.06452 0.08998 -0.01463 | 10.17
  1.5 -1.391833 -1.398580 -1.398580 | 0.29777 0.30575 -0.02434 | 25.07
  2.0 -1.397910 -1.400272 -1.400272 | 0.46157 0.46250 -0.00914 | 35.77
  2.5 -1.399517 -1.400021 -1.400021 | 0.53592 0.53668 -0.00200 | 41.01
  3.5 -1.399754 -1.399766 -1.399766 | 0.61828 0.61828 -0.00005 | 44.42
  classical-spin energy ratio at 3.5 A: 1.1249 (limit 1.1250)
H3 6-31G, 2.0 A: UHF -1.492049, GHF -1.494380, lowering 0.002331 Eh
  flip lambda -0.008865 Eh, site polarisation 0.9368
```
